# Ham Reduction Factors in the Linear E-e Jahn-Teller Ground Doublet: a numerical check

```python
"""
Result under test: in the ground doublet of the one-mode linear E-e
Jahn-Teller problem the Ham factors obey q = (1 + p)/2 at every coupling.

H/(hbar omega) = (P^2 + Q^2)/2 + k (Qx sigma_z + Qy sigma_x)
S = E_JT/(hbar omega) = k^2/2
p : reduction of sigma_y (species A2);  q : reduction of sigma_z, sigma_x (E)
F_odd : weight, in the |+> orbital component of the J = +1/2 state, of the
        vibrational part that is odd under Qy -> -Qy.
With several modes or warping: (1 + p)/2 - q = 2 F_odd.
The full problem is diagonalized in real orbitals, without using J = L + sigma_y/2.
"""
import itertools
import numpy as np
from scipy import constants, sparse
from scipy.linalg import eigh, eigh_tridiagonal


def build(frequencies, couplings, quanta, warp=0.0, quartic=0.0):
    """Hamiltonian, vibrational parity under Qy -> -Qy, lowering operators.
    Oscillators are ordered x1, y1, x2, y2, ...; total quanta are limited."""
    count = 2 * len(frequencies)
    basis = [n for n in itertools.product(range(quanta + 1), repeat=count)
             if sum(n) <= quanta]
    index = {n: i for i, n in enumerate(basis)}
    size = len(basis)
    lowering = []
    for axis in range(count):
        rows, cols, values = [], [], []
        for col, n in enumerate(basis):
            if n[axis] > 0:
                target = list(n)
                target[axis] -= 1
                rows.append(index[tuple(target)])
                cols.append(col)
                values.append(np.sqrt(n[axis]))
        lowering.append(sparse.csr_matrix((values, (rows, cols)),
                                          shape=(size, size)))
    position = [(a + a.T) / np.sqrt(2) for a in lowering]
    occupation = np.array(basis, dtype=float)
    energy = np.zeros(size)
    diagonal_coupling = sparse.csr_matrix((size, size))
    mixing_coupling = sparse.csr_matrix((size, size))
    for m, (w, k) in enumerate(zip(frequencies, couplings)):
        energy += w * (occupation[:, 2*m] + occupation[:, 2*m + 1] + 1)
        diagonal_coupling = diagonal_coupling + k * w * position[2*m]
        mixing_coupling = mixing_coupling + k * w * position[2*m + 1]
    vibration = sparse.diags(energy).tocsr()
    x, y = position[0], position[1]
    w = frequencies[0]
    if warp:
        diagonal_coupling = diagonal_coupling + warp * w * (x @ x - y @ y)
        mixing_coupling = mixing_coupling - warp * w * (x @ y + y @ x)
    if quartic:
        radius_squared = x @ x + y @ y
        vibration = vibration + quartic * w * (radius_squared @ radius_squared)
    hamiltonian = sparse.bmat(
        [[vibration + diagonal_coupling, mixing_coupling],
         [mixing_coupling, vibration - diagonal_coupling]]).tocsr()
    parity = (-1.0) ** occupation[:, 1::2].sum(axis=1)
    return hamiltonian, parity, lowering


def doublet_states(hamiltonian, parity, levels=1):
    """Lowest states even (theta-like) and odd (epsilon-like) under reflection."""
    reflection = np.concatenate([parity, -parity])
    result = []
    for sign in (1, -1):
        chosen = np.where(reflection == sign)[0]
        block = hamiltonian[chosen][:, chosen].toarray()
        energies, vectors = eigh(block, subset_by_index=[0, levels - 1])
        full = np.zeros((len(reflection), levels))
        full[chosen] = vectors
        result.append((energies, full))
    return result


def ham_factors(theta, epsilon):
    """p, q, F_odd from matrix elements of the orbital operators."""
    half = len(theta) // 2
    tt, te = theta[:half], theta[half:]
    et, ee = epsilon[:half], epsilon[half:]
    q = tt @ tt - te @ te
    if (tt @ ee + te @ et) * q < 0:
        et, ee = -et, -ee
    assert abs(tt @ ee + te @ et - q) < 1e-7      # sigma_x agrees with sigma_z
    p = tt @ ee - te @ et
    return p, q, np.sum((et - te) ** 2) / 4


def solve(*arguments, **options):
    hamiltonian, parity, _ = build(*arguments, **options)
    (e1, v1), (e2, v2) = doublet_states(hamiltonian, parity)
    assert abs(e1[0] - e2[0]) < 1e-7 * abs(e1[0]) + 1e-8
    return ham_factors(v1[:, 0], v2[:, 0])


def chain(S, r=0, levels=1, length=600):
    """Sector j = r + 1/2: energies in hbar omega and p of each level."""
    step = np.arange(length - 1)
    m = step // 2
    off = np.sqrt(2 * S) * np.sqrt(np.where(step % 2 == 0, m + r + 1, m + 1))
    energies, vectors = eigh_tridiagonal(
        np.arange(length) + r + 1.0, off, select='i',
        select_range=(0, levels - 1))
    signs = (-1.0) ** np.arange(length)
    return energies, signs @ vectors**2


# Relation over a range of couplings, and agreement with the sector chain
print("S = E_JT/(hbar omega); p, q from full diagonalization (no unit)")
largest_error = 0.0
for S in (0.05, 0.25, 0.5, 1.0, 2.0, 4.0):
    p, q, _ = solve([1.0], [np.sqrt(2 * S)], 40)
    error = abs(q - (1 + p) / 2)
    largest_error = max(largest_error, error)
    assert error < 1e-8
    assert abs(p - chain(S)[1][0]) < 1e-7
    lowest = [chain(S, r)[0][0] for r in range(4)]
    assert np.all(np.diff(lowest) > 0)
    print(f"S={S:.2f}  p={p:.6f}  q={q:.6f}  (1+p)/2={(1+p)/2:.6f}")
print(f"largest |q-(1+p)/2| below 1e-8: {largest_error < 1e-8}")

# Weak and strong coupling
S_weak, S_strong = 0.001, 100.0
p_weak, q_weak, _ = solve([1.0], [np.sqrt(2 * S_weak)], 12)
assert abs(p_weak - (1 - 4 * S_weak)) < 20 * S_weak**2
assert abs(q_weak - (1 - 2 * S_weak)) < 20 * S_weak**2
p_strong = chain(S_strong)[1][0]
scaled = 16 * S_strong**2 * p_strong
assert abs(S_strong * (scaled - 1) - 1.5) < 0.15   # next order is O(1/S)
print(f"weak S={S_weak}: p={p_weak:.6f}, 1-4S={1-4*S_weak:.6f}")
print(f"strong S={S_strong:.0f}: 16 S^2 p={scaled:.5f}, "
      f"1+3/(2S)={1+1.5/S_strong:.5f}")

# Example: rough values in the regime of the SiV(-) ground doublet in diamond
mode, relaxation, spin_orbit, strain = 80.0, 40.0, 0.8, 0.15   # meV
S = relaxation / mode
k = np.sqrt(2 * S)
H, parity, lowering = build([mode], [k], 24)
(e1, v1), (e2, v2) = doublet_states(H, parity, levels=5)
p, q, _ = ham_factors(v1[:, 0], v2[:, 0])

# Angular momentum content of the two orbital components of the J=+1/2 state
theta, epsilon = v1[:, 0], v2[:, 0].copy()
half = len(theta) // 2
if theta[:half] @ epsilon[half:] + theta[half:] @ epsilon[:half] < 0:
    epsilon = -epsilon
state = (theta + 1j * epsilon) / np.sqrt(2)
plus = (state[:half] - 1j * state[half:]) / np.sqrt(2)
minus = (state[:half] + 1j * state[half:]) / np.sqrt(2)
ax, ay = lowering
L = -1j * (ax.T @ ay - ay.T @ ax)
assert np.linalg.norm(L @ plus) < 1e-7
assert np.linalg.norm(L @ minus - minus) < 1e-7
F, G = np.vdot(plus, plus).real, np.vdot(minus, minus).real
assert abs(F - q) < 1e-8 and abs(F - G - p) < 1e-8

# Excited doublets: the relation holds for |j|=1/2 and fails for |j|=3/2
half_levels, half_p = chain(S, 0, levels=2)
three_half, three_half_p = chain(S, 1)
i = np.argmin(abs(e1 / mode - half_levels[1]))
j = np.argmin(abs(e1 / mode - three_half[0]))
assert abs(e1[i] / mode - half_levels[1]) < 1e-7
assert abs(e1[j] / mode - three_half[0]) < 1e-7
p_excited, q_excited, _ = ham_factors(v1[:, i], v2[:, i])
assert abs(q_excited - (1 + p_excited) / 2) < 1e-7
assert abs(p_excited - half_p[1]) < 1e-7
q_three = np.sum(v1[:half, j]**2) - np.sum(v1[half:, j]**2)
assert abs(q_three) < 1e-7
assert abs((1 + three_half_p[0]) / 2 - q_three) > 0.1

# Splitting by spin-orbit coupling and strain, computed directly
sigma_y = np.array([[0, -1j], [1j, 0]])
sigma_z = np.diag([1.0, -1.0])
identity = np.eye(half)


def direct_splitting(orbit, stress):
    perturbed = H.toarray() + np.kron(orbit / 2 * sigma_y + stress * sigma_z,
                                      identity)
    levels = eigh(perturbed, eigvals_only=True, subset_by_index=[0, 1])
    return levels[1] - levels[0]


split_orbit = direct_splitting(spin_orbit, 0.0)
split_strain = direct_splitting(0.0, strain)
split_both = direct_splitting(spin_orbit, strain)
formula_both = np.hypot(p * spin_orbit, 2 * q * strain)
assert abs(split_orbit / (p * spin_orbit) - 1) < 1e-3
assert abs(split_strain / (2 * q * strain) - 1) < 1e-3
assert abs(split_both / formula_both - 1) < 1e-3
to_GHz = 1e-3 * constants.e / constants.h / 1e9
print("Example inputs: rough values, SiV(-) regime in diamond")
print(f"mode energy = {mode:.1f} meV; E_JT = {relaxation:.1f} meV")
print(f"bare spin-orbit lambda = {spin_orbit:.2f} meV; strain s = {strain:.2f} meV")
print(f"S = {S:.3f}; k = {k:.3f} (no unit)")
print(f"weights F = {F:.5f}, G = {G:.5f}; p = {p:.5f}, q = {q:.5f}")
print(f"spin-orbit splitting: p lambda = {p*spin_orbit:.5f} meV, "
      f"direct = {split_orbit:.5f} meV")
print(f"strain splitting: 2 q s = {2*q*strain:.5f} meV, "
      f"direct = {split_strain:.5f} meV")
print(f"both: formula = {formula_both:.5f} meV, direct = {split_both:.5f} meV")
print(f"both, direct = {split_both*to_GHz:.2f} GHz")
print(f"excited |j|=1/2 doublet: p = {p_excited:.5f}, q = {q_excited:.5f}")
print(f"first |j|=3/2 doublet: p = {three_half_p[0]:.5f}, "
      f"|q| below 1e-7: {abs(q_three) < 1e-7}")

# A rotationally symmetric quartic term changes p but keeps the relation
quartic = 0.02
p4, q4, _ = solve([mode], [k], 30, quartic=quartic)
assert abs(q4 - (1 + p4) / 2) < 1e-7 and abs(p4 - p) > 1e-3
print(f"quartic coefficient {quartic} hbar omega: p = {p4:.5f}, q = {q4:.5f}")

# Warping: coefficient chosen for a given barrier, checked on the lower sheet
barrier = 3.0
ratio = barrier / relaxation
warp = (np.sqrt(1 + ratio**2) - 1) / (2 * ratio)
radius = np.linspace(0, 3, 6001)[:, None]
angle = np.linspace(0, 2 * np.pi, 121)[None, :]
x, y = radius * np.cos(angle), radius * np.sin(angle)
lower = radius**2 / 2 - np.hypot(k*x + warp*(x**2 - y**2), k*y - 2*warp*x*y)
valley = lower.min(axis=0)
barrier_found = mode * (valley.max() - valley.min())
assert abs(barrier_found - barrier) < 1e-3
pw, qw, odd_w = solve([mode], [k], 30, warp=warp)
deficit_w = (1 + pw) / 2 - qw
assert abs(deficit_w - 2 * odd_w) < 1e-7 and deficit_w > 1e-6
print(f"warping barrier = {barrier_found:.3f} meV; coefficient = {warp:.5f}")
print(f"warped: p = {pw:.5f}, q = {qw:.5f}, (1+p)/2-q = {deficit_w:.3e}")
print(f"warped: 2 F_odd = {2*odd_w:.3e}")

# Two modes sharing the same total relaxation energy
modes = [60.0, 100.0]
shares = [relaxation / 2, relaxation / 2]
ks = [np.sqrt(2 * e / w) for e, w in zip(shares, modes)]
pm_small, qm_small, _ = solve(modes, ks, 9)
pm, qm, odd_m = solve(modes, ks, 10)
assert max(abs(pm - pm_small), abs(qm - qm_small)) < 1e-4
deficit_m = (1 + pm) / 2 - qm
assert abs(deficit_m - 2 * odd_m) < 1e-7 and deficit_m > 1e-4
print(f"two modes: {modes[0]:.0f} and {modes[1]:.0f} meV, "
      f"E_JT {shares[0]:.0f} meV each")
print(f"two modes: p = {pm:.4f}, q = {qm:.4f}, (1+p)/2-q = {deficit_m:.5f}")
print(f"two modes: 2 F_odd = {2*odd_m:.5f}")

# Temperature of use and admixture of another electronic state
gap = mode * (three_half[0] - half_levels[0])
assert abs(gap - (e1[1] - e1[0])) < 1e-5
print(f"gap to first excited vibronic doublet = {gap:.3f} meV")
for temperature in (4.0, 300.0):
    thermal = constants.k * temperature / constants.e * 1e3
    print(f"T = {temperature:.0f} K: kT = {thermal:.3f} meV, "
          f"excited/ground population = {np.exp(-gap/thermal):.3e}")
electronic_gap = 1700.0
admixture = (k * mode / (electronic_gap + mode)) ** 2
print(f"other electronic state at {electronic_gap/1000:.1f} eV (rough), "
      f"equal coupling: weight ~ {admixture:.2e}")
print("tests ok")
```

It prints:

```
S = E_JT/(hbar omega); p, q from full diagonalization (no unit)
S=0.05  p=0.832863  q=0.916431  (1+p)/2=0.916431
S=0.25  p=0.485645  q=0.742822  (1+p)/2=0.742822
S=0.50  p=0.297017  q=0.648509  (1+p)/2=0.648509
S=1.00  p=0.137212  q=0.568606  (1+p)/2=0.568606
S=2.00  p=0.039547  q=0.519773  (1+p)/2=0.519773
S=4.00  p=0.006630  q=0.503315  (1+p)/2=0.503315
largest |q-(1+p)/2| below 1e-8: True
weak S=0.001: p=0.996016, 1-4S=0.996000
strong S=100: 16 S^2 p=1.01525, 1+3/(2S)=1.01500
Example inputs: rough values, SiV(-) regime in diamond
mode energy = 80.0 meV; E_JT = 40.0 meV
bare spin-orbit lambda = 0.80 meV; strain s = 0.15 meV
S = 0.500; k = 1.000 (no unit)
weights F = 0.64851, G = 0.35149; p = 0.29702, q = 0.64851
spin-orbit splitting: p lambda = 0.23761 meV, direct = 0.23761 meV
strain splitting: 2 q s = 0.19455 meV, direct = 0.19455 meV
both: formula = 0.30710 meV, direct = 0.30710 meV
both, direct = 74.26 GHz
excited |j|=1/2 doublet: p = 0.37933, q = 0.68966
first |j|=3/2 doublet: p = 0.23580, |q| below 1e-7: True
quartic coefficient 0.02 hbar omega: p = 0.36524, q = 0.68262
warping barrier = 3.000 meV; coefficient = 0.01872
warped: p = 0.29610, q = 0.64805, (1+p)/2-q = 2.231e-06
warped: 2 F_odd = 2.231e-06
two modes: 60 and 100 meV, E_JT 20 meV each
two modes: p = 0.2810, q = 0.6380, (1+p)/2-q = 0.00255
two modes: 2 F_odd = 0.00255
gap to first excited vibronic doublet = 48.871 meV
T = 4 K: kT = 0.345 meV, excited/ground population = 2.665e-62
T = 300 K: kT = 25.852 meV, excited/ground population = 1.510e-01
other electronic state at 1.7 eV (rough), equal coupling: weight ~ 2.02e-03
tests ok
```
